# Peak Electron Temperature of a Laser-Heated Ferromagnetic Film: a program that tests the result

```python
"""Peak electron temperature after a sudden energy deposit.

Result under test: electrons with heat capacity gamma*T per volume, starting
at T0 and keeping an absorbed energy density u, reach
    T_peak = sqrt(T0**2 + 2*u/gamma).
Symbols: gamma in J/(m3 K2), u in J/m3, temperatures in K, G = electron-lattice
coupling in W/(m3 K), m = magnetization relative to its zero-temperature value.
The program also sizes effects left out of this formula for an iron-like film.
Material parameters are rough typical values.
"""
import numpy as np
from scipy.constants import k as K_B, e as Q_E
from scipy.integrate import solve_ivp, trapezoid
from scipy.optimize import brentq
from scipy.special import expit

gamma = 700.0             # J/(m3 K2)
T0 = 300.0                # K
u = 1.0e9                 # J/m3
thickness = 10e-9         # m
absorption_depth = 15e-9  # m
pulse_fwhm = 50.0         # fs
C_lattice = 3.5e6         # J/(m3 K)
couplings = (1e18, 3e18)  # W/(m3 K)
T_curie = 1040.0          # K
atom_density = 8.5e28     # 1/m3
kappa0 = 80.0             # W/(m K) at T0


def peak_temperature(energy):
    return np.sqrt(T0**2 + 2 * energy / gamma)


T_peak = peak_temperature(u)

# ---- Microscopic energy: Fermi occupations summed over a band ----
E = np.arange(-12000, 12001) * 5e-4          # eV from the Fermi level
ground = np.heaviside(-E, 0.5)
dos = 3 * gamma / (np.pi**2 * K_B**2) * Q_E  # states/(eV m3)
flat = np.ones_like(E)
bump = 0.5 * (1 - np.exp(-(E / 0.5)**2))


def band_energy(T, shape):
    change = expit(-E * Q_E / (K_B * T)) - ground
    # symmetric bands keep the electron number with a fixed Fermi level
    assert abs(trapezoid(shape * change, E)) < 1e-9
    return dos * Q_E * trapezoid(E * shape * change, E)


def band_peak(energy, shape):
    start = band_energy(T0, shape)
    return brentq(lambda T: band_energy(T, shape) - start - energy, 310, 4000)


for T in (T0, T_peak):
    slope = (band_energy(T + 1, flat) - band_energy(T - 1, flat)) / 2
    assert abs(slope / (gamma * T) - 1) < 1e-4
assert abs(band_peak(u, flat) - T_peak) < 0.05
sensitivity = 1 / (gamma * T_peak)
numeric = (band_peak(1.005 * u, flat) - band_peak(0.995 * u, flat)) / (0.01 * u)
assert abs(numeric / sensitivity - 1) < 1e-3
T_dos_peak = band_peak(u, 1 - bump)
T_dos_dip = band_peak(u, 1 + bump)
assert T_dos_dip < T_peak < T_dos_peak


# ---- Rate equations for electrons and lattice, time in fs ----
def two_temperatures(G, fwhm, t_end, max_step):
    sigma = fwhm / np.sqrt(8 * np.log(2))

    def rates(t, y):
        power = u * np.exp(-t**2 / (2 * sigma**2)) / (sigma * np.sqrt(2 * np.pi))
        flow = G * 1e-15 * (y[0] - y[1])
        return [(power - flow) / (gamma * y[0]), flow / C_lattice]

    return solve_ivp(rates, (-3 * fwhm, t_end), [T0, T0], rtol=1e-8,
                     atol=1e-8, max_step=max_step).y


for fwhm in (pulse_fwhm, 4 * pulse_fwhm):
    lossless = two_temperatures(0.0, fwhm, 3 * fwhm, fwhm / 50)
    assert abs(lossless[0, -1] - T_peak) < 0.01
coupled_peaks = [two_temperatures(G, pulse_fwhm, 3 * pulse_fwhm, 1.0)[0].max()
                 for G in couplings]
assert coupled_peaks[1] < coupled_peaks[0] < T_peak

total = u + C_lattice * T0 + gamma * T0**2 / 2
T_common = (-C_lattice + np.sqrt(C_lattice**2 + 2 * gamma * total)) / gamma
late = two_temperatures(couplings[0], pulse_fwhm, 20000.0, 5.0)[:, -1]
assert np.all(np.abs(late - T_common) < 0.1)
assert T_common < T_curie < T_peak


# ---- Spin-1 mean-field magnet: energy cost of losing magnetization ----
def spin_one(x):
    return 2 * np.sinh(x) / (1 + 2 * np.cosh(x))


x = np.linspace(40, 1e-4, 40001)     # exchange energy over k_B T
m_curve = spin_one(x)
T_curve = 1.5 * T_curie * m_curve / x
energy_per_kB = -0.75 * T_curie * m_curve**2
entropy = np.sum(np.diff(energy_per_kB) * 2 / (T_curve[1:] + T_curve[:-1]))
assert abs(entropy - np.log(3)) < 1e-3
m_start = brentq(lambda m: m - spin_one(1.5 * T_curie * m / T0), 0.1, 1.0)
spin_scale = 0.75 * atom_density * K_B * T_curie
spin_all = spin_scale * m_start**2
spin_tenth = spin_all * (1 - 0.9**2)
T_spin = peak_temperature(u - spin_tenth)

# ---- Uneven absorption and its levelling by electron heat flow ----
ratio = thickness / absorption_depth
u_front = u * ratio / (1 - np.exp(-ratio))
u_back = u_front * np.exp(-ratio)
cells = 40
dz = thickness / cells
edges = np.linspace(0, ratio, cells + 1)
deposit = u * cells * (np.exp(-edges[:-1]) - np.exp(-edges[1:]))
deposit /= 1 - np.exp(-ratio)
energy = gamma * T0**2 / 2 + deposit
dt = 5e-17
contrast = {}
for step in range(1, 1601):
    T = np.sqrt(2 * energy / gamma)
    flux = -kappa0 * (T[1:] + T[:-1]) / (2 * T0) * np.diff(T) / dz
    energy[:-1] -= flux * dt / dz
    energy[1:] += flux * dt / dz
    if step in (800, 1600):
        contrast[step] = energy[0] - energy[-1]
    if step == 1000:
        T = np.sqrt(2 * energy / gamma)
        difference_50fs = T[0] - T[-1]
diffusivity = kappa0 / (gamma * T0)
level_time = thickness**2 / (np.pi**2 * diffusivity)
measured_time = 800 * dt / np.log(contrast[800] / contrast[1600])
assert abs(measured_time / level_time - 1) < 0.01

# ---- Report ----
print(f"heat-capacity coefficient gamma: {gamma:.0f} J/(m3 K2)")
print(f"initial temperature: {T0:.0f} K")
print(f"absorbed energy density: {u:.2e} J/m3")
print(f"2u/gamma: {2*u/gamma:.0f} K2")
print(f"initial temperature squared: {T0**2:.0f} K2")
print(f"sum of the two: {T0**2 + 2*u/gamma:.0f} K2")
print(f"PEAK ELECTRON TEMPERATURE: {T_peak:.1f} K")
print(f"k_B times peak temperature: {K_B*T_peak/Q_E:.4f} eV")
print(f"temperature rise: {T_peak-T0:.1f} K")
print(f"mean of initial and peak temperature: {(T0+T_peak)/2:.1f} K")
print(f"heat capacity at start: {gamma*T0:.3e} J/(m3 K)")
print(f"heat capacity at mean: {gamma*(T0+T_peak)/2:.3e} J/(m3 K)")
print(f"heat capacity at peak: {gamma*T_peak:.3e} J/(m3 K)")
print(f"wrong, initial heat capacity kept: {T0+u/(gamma*T0):.0f} K")
print(f"wrong, final heat capacity kept: {T0+u/(gamma*T_peak):.0f} K")
print(f"wrong, 300 K added after root: {T0+np.sqrt(2*u/gamma):.0f} K")
print(f"wrong, initial temperature dropped: {np.sqrt(2*u/gamma):.0f} K")
print(f"peak from summed Fermi occupations: {band_peak(u, flat):.1f} K")
print(f"density of states: {dos/atom_density:.2f} states/(eV atom)")
print(f"peak shift per 1% more energy: {0.01*u*sensitivity:.2f} K")
print(f"film thickness: {thickness*1e9:.0f} nm")
print(f"absorbed fluence: {u*thickness*0.1:.2f} mJ/cm2")
print(f"pulse length (FWHM): {pulse_fwhm:.0f} fs")
print(f"lattice heat capacity: {C_lattice:.2e} J/(m3 K)")
for G, T in zip(couplings, coupled_peaks):
    print(f"peak with coupling {G:.0e} W/(m3 K): {T:.0f} K")
    print(f"  shortfall from ideal peak: {T_peak-T:.0f} K")
print(f"later common temperature, no spin uptake: {T_common:.0f} K")
print(f"Curie temperature (rough): {T_curie:.0f} K")
print(f"atomic density: {atom_density:.2e} 1/m3")
print(f"mean-field relative magnetization at start: {m_start:.3f}")
print(f"energy to lose all magnetization: {spin_all:.2e} J/m3")
print(f"  share of absorbed energy: {100*spin_all/u:.0f} %")
print(f"energy to lose a tenth of it: {spin_tenth:.2e} J/m3")
print(f"  share of absorbed energy: {100*spin_tenth/u:.0f} %")
print(f"peak if spins take that tenth's cost: {T_spin:.0f} K")
print(f"peak, density of states peaked at Fermi level: {T_dos_peak:.0f} K")
print(f"peak, density of states dipped there: {T_dos_dip:.0f} K")
print(f"absorption depth: {absorption_depth*1e9:.0f} nm")
print(f"front face before heat flow: {peak_temperature(u_front):.0f} K")
print(f"back face before heat flow: {peak_temperature(u_back):.0f} K")
print(f"thermal conductivity at start: {kappa0:.0f} W/(m K)")
print(f"electron heat diffusivity: {diffusivity*1e4:.2f} cm2/s")
print(f"levelling time, formula: {level_time*1e15:.1f} fs")
print(f"levelling time, simulated: {measured_time*1e15:.1f} fs")
print(f"front-back difference after 50 fs: {difference_50fs:.0f} K")
print("every check passed")
```

Output:

```
heat-capacity coefficient gamma: 700 J/(m3 K2)
initial temperature: 300 K
absorbed energy density: 1.00e+09 J/m3
2u/gamma: 2857143 K2
initial temperature squared: 90000 K2
sum of the two: 2947143 K2
PEAK ELECTRON TEMPERATURE: 1716.7 K
k_B times peak temperature: 0.1479 eV
temperature rise: 1416.7 K
mean of initial and peak temperature: 1008.4 K
heat capacity at start: 2.100e+05 J/(m3 K)
heat capacity at mean: 7.059e+05 J/(m3 K)
heat capacity at peak: 1.202e+06 J/(m3 K)
wrong, initial heat capacity kept: 5062 K
wrong, final heat capacity kept: 1132 K
wrong, 300 K added after root: 1990 K
wrong, initial temperature dropped: 1690 K
peak from summed Fermi occupations: 1716.7 K
density of states: 2.10 states/(eV atom)
peak shift per 1% more energy: 8.32 K
film thickness: 10 nm
absorbed fluence: 1.00 mJ/cm2
pulse length (FWHM): 50 fs
lattice heat capacity: 3.50e+06 J/(m3 K)
peak with coupling 1e+18 W/(m3 K): 1641 K
  shortfall from ideal peak: 76 K
peak with coupling 3e+18 W/(m3 K): 1527 K
  shortfall from ideal peak: 190 K
later common temperature, no spin uptake: 563 K
Curie temperature (rough): 1040 K
atomic density: 8.50e+28 1/m3
mean-field relative magnetization at start: 0.994
energy to lose all magnetization: 9.05e+08 J/m3
  share of absorbed energy: 90 %
energy to lose a tenth of it: 1.72e+08 J/m3
  share of absorbed energy: 17 %
peak if spins take that tenth's cost: 1567 K
peak, density of states peaked at Fermi level: 1909 K
peak, density of states dipped there: 1597 K
absorption depth: 15 nm
front face before heat flow: 2001 K
back face before heat flow: 1449 K
thermal conductivity at start: 80 W/(m K)
electron heat diffusivity: 3.81 cm2/s
levelling time, formula: 26.6 fs
levelling time, simulated: 26.6 fs
front-back difference after 50 fs: 68 K
every check passed
```
